\section*{Permittivity gain from softening an infrared mode at fixed charge}

\section*{Problem}

The insulating oxide in a high-permittivity gate stack owes much of its static permittivity to ions that move in the applied field. Different polymorphs of an oxide can have different vibrational frequencies, and for given charges, masses and pattern of motion a polar mode responds more strongly the softer it is, that is, the lower its frequency. This exercise finds how strongly, for one mode whose frequency changes while its charge does not.

Consider a crystal cell of volume $V$ containing two ions of masses $m_1$ and $m_2$. They move along one crystal axis, with displacements $u_1$ and $u_2$ that are the same in every cell. The field $\mathcal E$ lies along the same axis. With $u=u_1-u_2$, the energy per cell is
\begin{equation}
W(u,\mathcal E)=\frac12 k u^2-Ze\,u\,\mathcal E-\frac{V(\varepsilon_\infty-1)}{8\pi}\,\mathcal E^2 .
\label{eq:energy}
\end{equation}
Here $\mathcal E$ is the macroscopic field inside the crystal, $k>0$ is the force constant at $\mathcal E=0$, $Z$ is the effective charge number of the ions, and $\varepsilon_\infty$ is the permittivity due to the electrons with the ions held still. Use Rydberg atomic units: $\hbar=1$, $e^2=2$, electron mass $1/2$, energies in Ry and lengths in bohr. The electric displacement is $D=\mathcal E+4\pi P$, where $P$ is the polarization.

\begin{enumerate}
\item[(a)] Find the vibrational frequency $\omega$ at $\mathcal E=0$, and the contribution $\Delta\varepsilon$ of the mode to the static relative permittivity.
\item[(b)] The force constant falls so that the mode softens from 100 to 80~cm$^{-1}$, while $Z$, the masses and $V$ stay fixed. Show that $\Delta\varepsilon$ is multiplied by about 1.56. How good is an estimate to first order in the frequency change?
\item[(c)] Evaluate $\Delta\varepsilon$ and the total permittivity before and after the softening for a model oxide with $m_1=80$~u, $m_2=20$~u, $Z=1.5$, $V=250$~bohr$^3$ and $\varepsilon_\infty=5$. By what factor does the total grow?
\item[(d)] Suppose the same frequency drop comes from heavier ions at unchanged $k$ and $Z$. What happens to $\Delta\varepsilon$? What happens if $k$ falls as in (b), but $Z$ falls by 20\% as well?
\item[(e)] Extend the result to a cell with several polar modes, of which one softens.
\item[(f)] An infrared mode has a transverse and a longitudinal frequency. Which one belongs in the ratio of part (b), and how far does the other one move? When does the harmonic, static result cease to apply?
\end{enumerate}

\section*{Solution}

\subsection*{(a) One mode and its permittivity}

The force on each ion is minus the derivative of $W$ with respect to its own displacement. Since $\partial u/\partial u_1=1$ and $\partial u/\partial u_2=-1$,
\begin{align}
m_1\ddot u_1&=-ku+Ze\mathcal E,\\
m_2\ddot u_2&=+ku-Ze\mathcal E .
\end{align}
Divide each equation by its mass and subtract the second from the first:
\begin{equation}
\ddot u=\left(\frac1{m_1}+\frac1{m_2}\right)(-ku+Ze\mathcal E).
\end{equation}
With the reduced mass $M=m_1m_2/(m_1+m_2)$, the bracket is $1/M$, so
\begin{equation}
M\ddot u=-ku+Ze\mathcal E .
\label{eq:motion}
\end{equation}
At $\mathcal E=0$ this is a free oscillator with
\begin{equation}
\omega^2=\frac kM .
\label{eq:omega}
\end{equation}
In a static field the ions settle where the total force vanishes:
\begin{equation}
u=\frac{Ze\mathcal E}{k}.
\label{eq:static}
\end{equation}
A weaker spring lets the same electric force produce a larger displacement. This is the physical origin of the effect.

The polarization follows from the same energy, as minus its field derivative per unit volume:
\begin{equation}
P=-\frac1V\frac{\partial W}{\partial\mathcal E}
=\frac{Ze\,u}{V}+\frac{\varepsilon_\infty-1}{4\pi}\,\mathcal E .
\label{eq:pol}
\end{equation}
The charge $Z$ that sets the force in (\ref{eq:motion}) is therefore also the charge that sets the polarization. It enters the response twice, which is why the permittivity contains $Z^2$. Inserting (\ref{eq:static}) and (\ref{eq:pol}) into $D=\mathcal E+4\pi P$ gives
\begin{align}
\varepsilon=\frac{D}{\mathcal E}
&=1+(\varepsilon_\infty-1)+\frac{4\pi Ze}{V}\,\frac{u}{\mathcal E}\\
&=\varepsilon_\infty+\frac{4\pi Z^2e^2}{Vk}.
\end{align}
The last term is the contribution of the mode. With $e^2=2$ and $k=M\omega^2$,
\begin{equation}
\Delta\varepsilon=\frac{8\pi Z^2}{Vk}=\frac{8\pi Z^2}{VM\omega^2}.
\label{eq:main}
\end{equation}
Because the electron mass is $1/2$ in these units, $M$ is counted in units of $2m_e$, where $m_e$ is the electron mass.

\subsection*{(b) The ratio}

A wavenumber $\tilde\nu$ is proportional to the angular frequency, $\omega=2\pi c\tilde\nu$ with $c$ the speed of light, so the conversion factor cancels in a ratio of frequencies. Let the subscripts 1 and 2 denote the mode before and after softening. With $Z$, $V$ and $M$ fixed, (\ref{eq:main}) gives
\begin{equation}
\frac{\Delta\varepsilon_2}{\Delta\varepsilon_1}
=\frac{\omega_1^2}{\omega_2^2}
=\left(\frac{100}{80}\right)^2=\frac{25}{16}=1.5625\approx1.56 .
\label{eq:ratio}
\end{equation}
The force constant has fallen to $(80/100)^2=0.64$ of its first value, and the displacement in a given field has grown by $1/0.64=1.5625$.

For a fractional softening $x=(\omega_1-\omega_2)/\omega_1$ the ratio is
\begin{equation}
\frac1{(1-x)^2}=1+2x+3x^2+4x^3+\dots
\end{equation}
At $x=0.20$ the first-order estimate is $1+2x=1.40$. It gives an increase of 0.40 instead of 0.5625, which is too small by 29\% of the true increase. The next two terms add 0.12 and 0.032 and bring the sum to 1.552. All terms of the series are positive for $x>0$, so cutting it short underestimates the gain from softening.

\subsection*{(c) The model oxide}

The reduced mass is
\begin{equation}
M=\frac{80\times20}{80+20}~\text{u}=16~\text{u},
\end{equation}
which is 14583 in units of $2m_e$. The wavenumber 100~cm$^{-1}$ corresponds to $\omega_1=9.1127\times10^{-4}$~Ry. The force constants are
\begin{align}
k_1&=14583\times(9.1127\times10^{-4})^2=0.01211~\text{Ry/bohr}^2,\\
k_2&=0.64\,k_1=0.00775~\text{Ry/bohr}^2 .
\end{align}
With $8\pi Z^2=8\pi\times2.25=56.55$, equation (\ref{eq:main}) gives
\begin{align}
\Delta\varepsilon_1&=\frac{56.55}{250\times0.01211}=18.7,\\
\Delta\varepsilon_2&=\frac{56.55}{250\times0.00775}=29.2 .
\end{align}
The electrons contribute the same $\varepsilon_\infty=5$ in both cases, so the total permittivity rises from 23.7 to 34.2, a factor of 1.44. This is smaller than 1.56 because only the ionic part has been multiplied. Writing $r=\Delta\varepsilon_2/\Delta\varepsilon_1$,
\begin{equation}
\frac{\varepsilon_\infty+r\,\Delta\varepsilon_1}{\varepsilon_\infty+\Delta\varepsilon_1}
=1+(r-1)\,\frac{\Delta\varepsilon_1}{\varepsilon_\infty+\Delta\varepsilon_1}.
\label{eq:total}
\end{equation}
The gain $r-1=0.5625$ is weighted by the share of the soft mode in the initial permittivity, here $18.7/23.7=0.79$, and $1+0.5625\times0.79=1.44$. When the mode dominates the permittivity, the total factor approaches $r$. When the mode is so weak that $(r-1)\,\Delta\varepsilon_1\ll\varepsilon_\infty$, the factor is close to 1.

For a gate insulator treated as a parallel-plate capacitor of thickness $d$, the capacitance per area is proportional to $\varepsilon/d$. It is therefore the total factor 1.44, not 1.56, by which this model film could be thickened at unchanged capacitance.

Formula (\ref{eq:main}) can be compared with the motion of the ions themselves. If a constant field is switched on at $t=0$ with the ions at rest at $u=0$, the solution of (\ref{eq:motion}) is
\begin{equation}
u(t)=\frac{Ze\mathcal E}{k}\,(1-\cos\omega t).
\end{equation}
The cosine averages to zero over one period, so the mean displacement is the static one of (\ref{eq:static}). Newton's equations for the two separate ions were integrated numerically in SI units over one period. The mean polarization gives contributions of 18.7 and 29.2, in agreement with (\ref{eq:main}); the program checks that the agreement is better than one part in $10^6$. This tests the unit conversion and the factor $8\pi$ as well as the ratio.

\subsection*{(d) What has to stay fixed}

The first form of (\ref{eq:main}), $\Delta\varepsilon=8\pi Z^2/(Vk)$, contains no mass. If both ions become heavier by the factor $1.5625$ at fixed $k$ and $Z$, then $M$ grows by the same factor and
\begin{equation}
\omega_2=\sqrt{\frac{k}{1.5625\,M}}=\frac{\omega_1}{1.25}=0.8\,\omega_1 .
\end{equation}
The mode again falls from 100 to 80~cm$^{-1}$, but $\Delta\varepsilon$ remains 18.7. In the harmonic model a static displacement is a balance of forces, and inertia plays no part in it. With anharmonic forces the masses can enter indirectly, through the zero-point motion of the ions (see part (f)).

This does not contradict (\ref{eq:ratio}), which assumed fixed masses. The two cases can be described together by the mass-weighted mode charge
\begin{equation}
S=\frac{Z}{\sqrt M},\qquad \Delta\varepsilon=\frac{8\pi S^2}{V\omega^2}.
\label{eq:S}
\end{equation}
At fixed $S$ and $V$ the ratio is $\omega_1^2/\omega_2^2$. Making the ions heavier lowers $S^2$ to $1/1.5625=0.64$ of its value, and this cancels the factor 1.5625 from the frequency. At fixed volume it is thus enough to hold $S$ fixed. If $Z$ is held fixed instead, the reduced mass must be held fixed as well.

In the second case $k$ falls to $0.64\,k_1$ and the charge falls from 1.5 to 1.2. Then
\begin{equation}
\frac{\Delta\varepsilon_2}{\Delta\varepsilon_1}
=\left(\frac{1.2}{1.5}\right)^2\frac1{0.64}=\frac{0.64}{0.64}=1 .
\end{equation}
A 20\% loss of charge cancels the whole gain from a 20\% loss of frequency, because at fixed masses and volume $\Delta\varepsilon$ depends only on the ratio $Z/\omega$. Integrating the motion of the ions gives 18.7 in both cases of this part.

For two polymorphs A and B, each with one polar mode along the field, (\ref{eq:S}) gives
\begin{equation}
\frac{\Delta\varepsilon_B}{\Delta\varepsilon_A}
=\frac{S_B^2}{S_A^2}\;\frac{V_A}{V_B}\;\frac{\omega_A^2}{\omega_B^2}.
\end{equation}
A change of crystal structure can alter all three factors. The frequencies alone predict the ratio of the mode contributions when the product of the first two is close to 1, and this has to be established for the pair of structures in question.

\subsection*{(e) Several polar modes}

Let the cell contain ions $i$ with masses $M_i$, charges $Z_i$ and displacements $u_i$ along the axis, with $\sum_iZ_i=0$. Let $K_{ij}$ be the symmetric matrix of force constants at $\mathcal E=0$. The static force balance is
\begin{equation}
\sum_jK_{ij}u_j=Z_ie\mathcal E .
\label{eq:balance}
\end{equation}
Divide by $\sqrt{M_i}$ and define $C_{ij}=K_{ij}/\sqrt{M_iM_j}$ and $w_j=\sqrt{M_j}\,u_j$:
\begin{equation}
\sum_jC_{ij}w_j=\frac{Z_i}{\sqrt{M_i}}\,e\mathcal E .
\label{eq:weighted}
\end{equation}
The matrix $C$ is symmetric, so it has orthonormal eigenvectors $a_i^{(n)}$, with eigenvalues $\omega_n^2$. Expand $w_i=\sum_nq_na_i^{(n)}$, multiply (\ref{eq:weighted}) by $a_i^{(n)}$ and sum over $i$:
\begin{equation}
\omega_n^2q_n=S_n\,e\mathcal E,\qquad
S_n=\sum_i\frac{Z_ia_i^{(n)}}{\sqrt{M_i}} .
\end{equation}
A uniform translation has $a_i\propto\sqrt{M_i}$ and $\omega=0$. Its mode charge is proportional to $\sum_iZ_i=0$, so the field does not drive it and it drops out. For the other modes, assumed stable, $q_n=S_ne\mathcal E/\omega_n^2$, and the ionic polarization is
\begin{equation}
P_{\rm ion}=\frac eV\sum_iZ_iu_i=\frac eV\sum_nS_nq_n
=\frac{e^2\mathcal E}{V}\sum_n\frac{S_n^2}{\omega_n^2}.
\end{equation}
Multiplying by $4\pi/\mathcal E$ and setting $e^2=2$,
\begin{equation}
\Delta\varepsilon=\sum_n\frac{8\pi S_n^2}{V\omega_n^2}.
\label{eq:sum}
\end{equation}
The contributions add. If one mode softens from 100 to 80\% of its frequency and the eigenvectors, masses, charges and volume are unchanged, its own term is multiplied by 1.5625 and the others stay as they were.

A model cell of three ions illustrates this. It has masses 80, 20 and 20~u, charges $+2$, $-1.2$ and $-0.8$, volume 250~bohr$^3$, and springs of 0.02, 0.05 and 0.01~Ry/bohr$^2$ between ions 1--2, 2--3 and 1--3. Its two polar modes contribute 13.30 and 0.14. Softening the first by 20\% should give
\begin{equation}
1.5625\times13.30+0.14=20.92 .
\end{equation}
A direct solution of the force balance (\ref{eq:balance}), with the force constants altered so that the eigenvectors are preserved, also gives 20.92. Weakening a single bond would in general mix the modes. The charges $S_n$ would then change, and the simple factor would no longer follow from the frequencies alone. In this cell, lowering the first frequency by 20\% through the 1--2 spring alone multiplies its term by 1.61, and doing so through the 1--3 spring alone multiplies it by 1.52.

\subsection*{(f) Which frequency, and how far the result reaches}

For a field oscillating at angular frequency $\Omega$, the displacement oscillates with it and $\ddot u=-\Omega^2u$. Equation (\ref{eq:motion}) becomes $M(\omega^2-\Omega^2)u=Ze\mathcal E$. Repeating the steps of part (a), with damping neglected,
\begin{equation}
\varepsilon(\Omega)=\varepsilon_\infty+\Delta\varepsilon\,\frac{\omega^2}{\omega^2-\Omega^2}.
\label{eq:dynamic}
\end{equation}
The frequency $\omega$ was defined at zero macroscopic field. That is the condition in a transverse vibration, where the displacements are perpendicular to the direction of propagation and build up no macroscopic charge (the coupling to light is neglected here). So $\omega$ is the transverse optical frequency, and this is the one to use in (\ref{eq:ratio}).

In a longitudinal vibration the field does not vanish. Without free charge, the component of $D$ along the propagation direction is zero, which with $\mathcal E\neq0$ requires $\varepsilon(\Omega)=0$. Setting (\ref{eq:dynamic}) to zero and multiplying by $\omega^2-\Omega^2$,
\begin{align}
0&=\varepsilon_\infty(\omega^2-\Omega^2)+\Delta\varepsilon\,\omega^2,\\
\omega_L^2=\Omega^2&=\omega^2\,\frac{\varepsilon_\infty+\Delta\varepsilon}{\varepsilon_\infty}
=\omega^2+\frac{8\pi Z^2}{VM\varepsilon_\infty}.
\end{align}
The last term does not depend on $k$. Softening the spring lowers $\omega^2$ and $\omega_L^2$ by the same amount, which is a smaller fraction of the larger quantity. This equality holds for a single polar mode; with several polar modes the drop is shared among the longitudinal frequencies. In the model oxide the longitudinal wavenumbers are
\begin{equation}
100\sqrt{\frac{23.7}{5}}=218~\text{cm}^{-1},\qquad
80\sqrt{\frac{34.2}{5}}=209~\text{cm}^{-1}.
\end{equation}
The longitudinal mode falls by 4\% while the transverse one falls by 20\%. Inserting longitudinal wavenumbers into (\ref{eq:ratio}) would give $(217.6/209.2)^2=1.08$ and miss most of the gain.

Equation (\ref{eq:dynamic}) also shows when a slowly varying field counts as static: $\Omega^2$ must be small compared with $\omega^2$. At $\Omega$ equivalent to 1~cm$^{-1}$, about 30~GHz, the term $\Omega^2/\omega^2$ is $1/6400$ for the softened mode, and the static ratio holds very well.

The harmonic energy sets a further limit. Add a stiffening term $\frac14bu^4$ with $b>0$ to (\ref{eq:energy}). The static balance becomes $ku+bu^3=Ze\mathcal E$. With $u_0=Ze\mathcal E/k$, replacing $u^3$ by $u_0^3$ in the small term gives, to first order in $b$,
\begin{equation}
u\approx u_0-\frac{b\,u_0^3}{k}
=u_0\left(1-\frac{b\,Z^2e^2\mathcal E^2}{k^3}\right).
\end{equation}
The relative correction grows as $1/k^3$. For the softening considered here it is larger by a factor $1/0.64^3=3.8$ at the same field and the same $b$, so the softer mode leaves the linear regime sooner. The differential response $du/d\mathcal E$, which a small-signal capacitance under bias measures, has a relative correction three times as large. As $k\to0$, formula (\ref{eq:main}) diverges, but the range of fields in which it applies shrinks to zero. If $k$ becomes negative, $u=0$ is no longer a minimum of the energy, and the response must be worked out about the new equilibrium structure.

This estimate treats the ions as at rest apart from the displacement due to the field. Thermal and zero-point motion make the quartic term act even at zero field: averaging $bu^3$ over fluctuations replaces $k$ by roughly $k+3b\langle u^2\rangle$. Treating each cell as an independent oscillator, the model oxide before softening has $\sqrt{\langle u^2\rangle}\approx\sqrt{k_BT/k_1}=0.40$~bohr at 300~K, whereas a field of 1~MV/cm gives $u_0=0.048$~bohr. For $b=0.1\,k_1/\text{bohr}^2$ the field then changes $u$ by 0.02\%, while thermal motion lowers $\Delta\varepsilon_1$ by about 4\%. At such fields and temperatures the fluctuations, not the field, set the limit of the harmonic result. They affect the softer mode more, so a ratio taken from the bare force constants overestimates the gain when $b>0$, and in this independent-oscillator picture they keep the response finite as $k\to0$.

\section*{Table of computed values}
\begin{verbatim}
MODEL INPUTS
ion masses: 80 and 20 u
effective charge Z: 1.5 e
cell volume V: 250 bohr^3
electronic permittivity: 5.0 (dimensionless)
wavenumbers: 100 and 80 cm^-1
INTERMEDIATE VALUES
reduced mass: 16.0 u
reduced mass M: 14583.1 (units of 2 m_e)
omega before softening: 9.11267e-04 Ry
omega after softening: 7.29014e-04 Ry
force constant before: 0.012110 Ry/bohr^2
force constant after: 0.007750 Ry/bohr^2
force constant ratio: 0.6400
RESULTS (dimensionless)
mode contribution before: 18.678
mode contribution after: 29.185
ratio of contributions: 1.5625
first-order estimate of ratio: 1.40
total permittivity before: 23.678
total permittivity after: 34.185
ratio of total permittivities: 1.4437
CHECKS FROM THE MOTION OF THE IONS (dimensionless)
contribution before, from motion: 18.678
contribution after, from motion: 29.185
mass factor for the same frequency drop: 1.5625
contribution with heavier ions, same spring: 18.678
reduced charge: 1.20 e
contribution, soft spring and reduced charge: 18.678
THREE-ION CELL (dimensionless)
two mode contributions before: 13.2990, 0.1367
total lattice response before: 13.4357
total lattice response after: 20.9163
ratio for the softened mode alone: 1.5625
\end{verbatim}
